# Why the Tamm-Dancoff approximation does not give the electron-gas plasmon

In a uniform electron gas with density parameter $r_s=3$, take a density wave of wave number $q=0.05\,k_F$, where $k_F$ is the Fermi wave number. A calculation that lets the wave both create and destroy particle-hole pairs puts its collective frequency at 9.08 eV. The same calculation without the destruction amplitudes gives 111.17 eV. At half the wave number the first result is 9.07 eV and the second is 221.82 eV. One frequency settles at the plasma frequency, 9.07 eV, while the other doubles.

## The belief and its appeal

The calculation without destruction amplitudes is the Tamm-Dancoff approximation (TDA). The belief is that it contains the plasmon, perhaps at a slightly shifted energy. The argument runs as follows. A plasmon is a coherent superposition of particle-hole pairs. The Coulomb repulsion couples all pairs of the same momentum with the same sign, and so pushes one coherent combination above the pair continuum. All of this happens within the space of single pairs. De-excitation amplitudes describe pairs already present in the ground state, and these look like a correction.

Most of this is true. The TDA does produce one collective state above the continuum (for this gas up to $q\approx0.94\,k_F$), and at long wavelength that state carries nearly all the density strength. What fails is the last sentence, and with it the frequency.

## The two sets of equations

Consider a three-dimensional, unpolarized gas at zero temperature with a neutralizing background. Hartree atomic units are used in the formulas, so frequencies and energies coincide. The Coulomb interaction is $v=4\pi/q^2$, the density is $n=k_F^3/(3\pi^2)$, and $\omega_p^2=4\pi n$. Orbital energies are those of free electrons, and only the direct Coulomb coupling is kept; this is the random-phase approximation (RPA). I take $q<2k_F$.

Let $\mathbf k$ be occupied and $\mathbf k+\mathbf q$ empty. The pair energy is
$$\varepsilon_k=\tfrac12|\mathbf k+\mathbf q|^2-\tfrac12k^2=\mathbf k\cdot\mathbf q+\tfrac12q^2>0 .$$
Let $b_k^\dagger=\frac1{\sqrt2}\sum_\sigma c^\dagger_{\mathbf k+\mathbf q,\sigma}c_{\mathbf k\sigma}$ create this spin-singlet pair, and let $d_k^\dagger$ create its mirror image, from $-\mathbf k$ to $-\mathbf k-\mathbf q$, with the same energy. The density operator $\rho_q^\dagger=\sum_{\mathbf k\sigma}c^\dagger_{\mathbf k+\mathbf q,\sigma}c_{\mathbf k\sigma}$ adds momentum $\mathbf q$. It can do so by creating a pair of momentum $\mathbf q$ or by destroying one of momentum $-\mathbf q$:
$$\rho_q^\dagger\simeq\sqrt2\,(B^\dagger+D),\qquad B=\sum_k b_k,\quad D=\sum_k d_k .$$
The RPA drops the terms that act within the occupied or within the empty states, and treats pairs as bosons, $[b_k,b_{k'}^\dagger]=\delta_{kk'}$. The interaction terms of momenta $\pm\mathbf q$ together give $(v/V)\rho_q^\dagger\rho_q$, where $V$ is the volume, so
$$H=\sum_k\varepsilon_k(b_k^\dagger b_k+d_k^\dagger d_k)+g\,(B^\dagger+D)(B+D^\dagger),\qquad g=\frac{2v}{V}.$$

Seek a mode $Q^\dagger=\sum_k(X_kb_k^\dagger-Y_kd_k)$ with $[H,Q^\dagger]=\omega Q^\dagger$. The commutators needed are
$$[H,b_k^\dagger]=\varepsilon_kb_k^\dagger+g(B^\dagger+D),\qquad [H,d_k]=-\varepsilon_kd_k-g(B^\dagger+D).$$
With $S=\sum_k(X_k+Y_k)$, comparing the coefficients of $b_k^\dagger$ and $d_k$ gives
$$(\omega-\varepsilon_k)X_k=gS,\qquad -(\omega+\varepsilon_k)Y_k=gS. \tag{1}$$
Solve for $X_k$ and $Y_k$, add them, sum over $k$, and divide by $S$:
$$1=g\sum_k\left[\frac1{\omega-\varepsilon_k}-\frac1{\omega+\varepsilon_k}\right]=g\sum_k\frac{2\varepsilon_k}{\omega^2-\varepsilon_k^2}\qquad\text{(RPA)}. \tag{2}$$
The TDA sets $Y_k=0$ and drops the second equation in (1), leaving
$$1=g\sum_k\frac1{\omega-\varepsilon_k}\qquad\text{(TDA)}. \tag{3}$$

## Two quantities with a fixed product

Two sums over pairs control both conditions. The first is the number of pairs, $N_p$. It counts the states of the Fermi sphere that leave it when shifted by $\mathbf q$. The part that stays inside is the overlap of two spheres a distance $q$ apart, which consists of two equal caps:
$$2\pi\int_{q/2}^{k_F}(k_F^2-z^2)\,dz=2\pi\left(\frac{2k_F^3}{3}-\frac{k_F^2q}{2}+\frac{q^3}{24}\right).$$
Dividing by the sphere's volume $4\pi k_F^3/3$ and subtracting from one gives the fraction that leaves,
$$S_0=\frac{3q}{4k_F}-\frac{q^3}{16k_F^3},\qquad \frac{2N_p}{V}=nS_0 .$$

The second is the summed pair energy. Extend the sum to all occupied $\mathbf k$. The added terms have $\mathbf k+\mathbf q$ occupied too, and they cancel in couples: replacing $\mathbf k$ by $-\mathbf k-\mathbf q$ maps this set onto itself and reverses the sign of $\mathbf k\cdot\mathbf q+q^2/2$. In the extended sum the term $\mathbf k\cdot\mathbf q$ averages to zero, so
$$\frac2V\sum_k\varepsilon_k=\frac{nq^2}{2}.$$

Now define the collective coupling $K$ and the mean pair energy $\bar\varepsilon$:
$$K=gN_p=vnS_0=\frac{\omega_p^2S_0}{q^2},\qquad \bar\varepsilon=\frac{nq^2/2}{nS_0}=\frac{q^2}{2S_0}.$$
As $q\to0$, $K$ grows as $1/q$ and $\bar\varepsilon$ vanishes as $q$. Their product does not depend on $q$:
$$2K\bar\varepsilon=\omega_p^2. \tag{4}$$
At $q=0.05\,k_F$ the values are $K=110.80$ eV and $\bar\varepsilon=0.3713$ eV. Twice their product is 82.3 eV², whose square root is 9.07 eV.

## What each condition does at long wavelength

When $\omega$ is much larger than every pair energy, (2) can be expanded in $\varepsilon/\omega$. Angle brackets denote averages over pairs:
$$\omega^2=2K\bar\varepsilon+\frac{2K\langle\varepsilon^3\rangle}{\omega^2}+\dots$$
The first term is $\omega_p^2$. For the second, note that at small $q$ the pairs lie in a thin shell at the Fermi surface. At angle $\theta$ to $\mathbf q$, with $\mu=\cos\theta>0$, the shell has thickness $q\mu$ and the pair energy is $k_Fq\mu$. The normalized weight is therefore $2\mu\,d\mu$ on $0<\mu<1$, which gives
$$\langle\mu\rangle=\tfrac23,\qquad\langle\mu^2\rangle=\tfrac12,\qquad\langle\mu^3\rangle=\tfrac25 .$$
Hence $\langle\varepsilon^3\rangle/\bar\varepsilon=\frac35k_F^2q^2$ to leading order, and using (4) with $\omega\to\omega_p$ in the second term,
$$\omega_{\rm RPA}^2=\omega_p^2+\tfrac35k_F^2q^2+\dots$$

For the TDA, multiply (3) by $\omega$ and expand:
$$\omega=K+\frac{K\bar\varepsilon}{\omega}+\frac{K\langle\varepsilon^2\rangle}{\omega^2}+\dots$$
Insert $\omega\simeq K+\bar\varepsilon$ on the right. The second term becomes $\bar\varepsilon-\bar\varepsilon^2/K$ and the third $\langle\varepsilon^2\rangle/K$, so
$$\omega_T=K+\bar\varepsilon+\frac{\langle\varepsilon^2\rangle-\bar\varepsilon^2}{K}+\dots$$
The variance is $(\frac12-\frac49)k_F^2q^2=k_F^2q^2/18$. Since $\omega_p^2=4k_F^3/(3\pi)$, the leading coupling is $K\simeq k_F^2/(\pi q)$, and the last term is $\pi q^3/18$. The limit is
$$\omega_T\to\frac{3\omega_p^2}{4k_Fq}. \tag{5}$$
For this gas the limit is 5.541 eV divided by $q/k_F$. The full solutions of (2) and (3), in eV, are:

| $q/k_F$ | $K$ | $\bar\varepsilon$ | TDA | RPA |
|---|---|---|---|---|
| 0.4 | 13.67 | 3.01 | 16.77 | 9.77 |
| 0.2 | 27.61 | 1.49 | 29.11 | 9.24 |
| 0.1 | 55.36 | 0.74 | 56.11 | 9.11 |
| 0.05 | 110.80 | 0.37 | 111.17 | 9.08 |
| 0.025 | 221.63 | 0.19 | 221.82 | 9.07 |

The mechanism is clearest if the spread of pair energies is ignored and every pair is given the energy $\bar\varepsilon$. Then (2) and (3) reduce to
$$\omega_{\rm RPA}=\sqrt{\bar\varepsilon(\bar\varepsilon+2K)},\qquad \omega_T=\bar\varepsilon+K .$$
The RPA frequency is the geometric mean of $\bar\varepsilon$ and $\bar\varepsilon+2K$; the TDA frequency is their arithmetic mean. The two means agree when the numbers are close. Here one number vanishes and the other diverges. The geometric mean stays finite, and the arithmetic mean follows the larger number.

## The TDA mode never crosses the plasmon

One might hope that the TDA crosses the right value at some larger $q$. It does not, as long as its mode lies above the pair continuum. There $1/(\omega-\varepsilon)$ is a convex function of $\varepsilon$, so its average is at least its value at the average energy:
$$1=K\left\langle\frac1{\omega_T-\varepsilon}\right\rangle\ge\frac K{\omega_T-\bar\varepsilon}\quad\Rightarrow\quad\omega_T\ge K+\bar\varepsilon .$$
A sum of two positive numbers is at least twice the square root of their product. With (4),
$$\omega_T\ge2\sqrt{K\bar\varepsilon}=\sqrt2\,\omega_p .$$
For this gas the bound is 12.83 eV. On a scan from $q=0.02\,k_F$ to $0.80\,k_F$, the smallest TDA frequency is 13.66 eV, at $0.69\,k_F$. That is 51% above the long-wavelength value $\omega_p$. This is not the error at that $q$, because the RPA plasmon itself rises with $q$: in the table the ratio of TDA to RPA falls from about 12 at $0.05\,k_F$ to about 1.7 at $0.4\,k_F$. The ratio keeps falling, to 1.19 at $0.69\,k_F$ and 1.06 just below $0.85\,k_F$, where the RPA plasmon enters the pair continuum, so the large error belongs to long wavelengths. That the two never cross needs a separate argument.

The TDA mode also lies above the RPA plasmon at the same $q$. At $\omega=\omega_{\rm RPA}$ the sum in (3) exceeds that in (2), because it lacks the negative terms $-1/(\omega+\varepsilon_k)$. It is therefore larger than one, and since it falls with increasing $\omega$, it reaches one at a higher frequency.

## The discarded amplitudes are large

Equation (1) gives the ratio of the amplitudes directly:
$$\frac{Y_k}{X_k}=-\frac{\omega-\varepsilon_k}{\omega+\varepsilon_k}\to-1\qquad(q\to0).$$
The plasmon destroys pairs almost as strongly as it creates them. The norm follows from $[Q,Q^\dagger]=1$, which requires $\sum X_k^2-\sum Y_k^2=1$. Dividing by this norm removes the common factor $gS$:
$$\sum_kY_k^2=\frac{\sum_k(\omega+\varepsilon_k)^{-2}}{\sum_k4\omega\varepsilon_k(\omega^2-\varepsilon_k^2)^{-2}} .$$
The numerator is $N_p\omega^{-2}(1-2\bar\varepsilon/\omega+\dots)$ and the denominator is $4N_p\bar\varepsilon\,\omega^{-3}(1+\dots)$, with omitted terms of relative order $q^2$. Their quotient is $\omega/(4\bar\varepsilon)-\frac12$ up to terms that vanish with $q$. Since $1/\bar\varepsilon\simeq3/(2k_Fq)$,
$$\sum_kY_k^2=\frac{3\omega_p}{8k_Fq}-\frac12+O(q).$$

These statements can be checked without any continuum integral. Put the gas in a periodic cubic box, fill closed momentum shells, list every pair at the smallest allowed wave number, and diagonalize both problems. With 66 802 electrons that wave number is $0.05005\,k_F$ and there are 1257 pairs. The RPA gives 9.08 eV, the TDA 111.34 eV, and $\sum Y_k^2=5.63$; the small-$q$ law gives 5.60. The mean of $Y_k/X_k$ is $-0.92$.

Smaller boxes, with 8338 and 1030 electrons, give TDA frequencies of 56.74 and 30.18 eV. The smallest wave number is $2\pi$ divided by the box length, so the frequency of the longest TDA wave grows roughly in proportion to the edge length of the box. A bulk plasma frequency cannot do that.

## What the sum rule says

Density operators commute, $[\rho_q,\rho_q^\dagger]=0$. The RPA respects this: $[B+D^\dagger,B^\dagger+D]=N_p-N_p=0$. The interaction, built from densities, then drops out of $[H,\rho_q^\dagger]$, and
$$[\rho_q,[H,\rho_q^\dagger]]=4\sum_k\varepsilon_k=Nq^2,$$
where $N=nV$. The ground-state average of this double commutator is the sum of excitation energy times density strength, taken over both $\mathbf q$ and $-\mathbf q$. By symmetry each direction contributes half, so the first moment per electron is $q^2/2$. This is the f-sum rule.

Without $D$, the commutator is $[B,B^\dagger]=N_p$, and the interaction no longer drops out. The TDA ground state is the bare Fermi sphere, on which $\rho_q^\dagger$ acts as $\sqrt2B^\dagger$. The total strength per electron is $2N_p/N=S_0$, and the first moment is
$$\frac2N\Big(\sum_k\varepsilon_k+gN_p^2\Big)=\frac{q^2}2+S_0K=\frac{q^2}{2}\left(1+\frac K{\bar\varepsilon}\right).$$
In the largest box this moment is 300 times the correct one, while the RPA moment agrees with $q^2/2$ to the printed digits.

The strength itself shows what is missing. In the RPA the plasmon takes up the sum rule as $q\to0$, so its strength is $(q^2/2)/\omega_p$. In the largest box it is 0.00154 per electron, against 0.0376 for the TDA mode. Correlations in the RPA ground state suppress long-wavelength density fluctuations from order $q$ to order $q^2$. The de-excitation amplitudes carry those correlations.

## Where the TDA is harmless, and what remains open

The belief is sound when the transition energies are large compared with $\omega_p$; a gap alone removes the divergence but not the error. As a model, let all the density strength sit at one transition energy $\Delta$ that stays finite as $q\to0$. The f-sum rule for the uncoupled transitions again fixes $2K\Delta=\omega_p^2$, so $K=\omega_p^2/(2\Delta)$ is finite, and
$$\omega_{\rm RPA}=\sqrt{\Delta^2+\omega_p^2},\qquad\omega_T=\Delta+\frac{\omega_p^2}{2\Delta}.$$
For $\omega_p\ll\Delta$ the square root expands to $\Delta+\omega_p^2/(2\Delta)-\omega_p^4/(8\Delta^3)+\dots$ The TDA reproduces the first two terms, so its leading error is $\omega_p^4/(8\Delta^3)$. The condition is restrictive. In this model the static dielectric constant is $1+\omega_p^2/\Delta^2$, so $\omega_p\ll\Delta$ means a value near one; the TDA frequency is 6% too high when the dielectric constant is 2 and 88% too high when it is 12. The $1/q$ divergence needs pair energies that vanish with $q$, as they do at a Fermi surface.

A local exchange kernel does not remove it. The exchange potential of the gas is $v_x=-(3n/\pi)^{1/3}=-k_F/\pi$, and its derivative with respect to density is $f_x=v_x/(3n)=-\pi/k_F^2$. Adding $f_x$ to $v$ changes $K$ by $f_xnS_0$, which vanishes as $q$. At $q=0.05\,k_F$ it lowers the TDA frequency by 0.07 eV out of 111 eV. Nonlocal exchange, as in full Hartree-Fock response, is not covered by this derivation.

The failure concerns a TDA problem that contains the long-range coupling $v$ itself. If that term is kept out of the matrix, and the plasmon is found as the zero of $1-v\chi$ with $\chi$ built from both the resonant terms $1/(\omega-\varepsilon_k)$ and the antiresonant terms $-1/(\omega+\varepsilon_k)$, the condition is (2) and the RPA frequency is recovered.

The RPA is itself approximate at finite $q$, where exchange and correlation alter the dispersion. The failure of the TDA is of another kind: it appears at leading order and grows without limit in the regime where the plasmon is simplest. Further values are in the numerical output below.

## Computed results

```
rs = 3.0 bohr, density n = 0.008842 bohr^-3
kF = 0.63972 bohr^-1, hbar omega_p = 9.0705 eV
sqrt(2) omega_p = 12.8276 eV
TDA limit of omega*(q/kF) = 5.5410 eV
Infinite gas: q/kF, K, ebar, K+ebar, TDA, RPA (eV), TDA*(q/kF) (eV)
0.400   13.6679  3.0097   16.6776   16.7679   9.7703   6.7071
0.200   27.6128  1.4898   29.1026   29.1128   9.2370   5.8226
0.100   55.3641  0.7430   56.1071   56.1084   9.1116   5.6108
0.050  110.7975  0.3713  111.1687  111.1689   9.0807   5.5584
0.025  221.6296  0.1856  221.8152  221.8152   9.0730   5.5454
At q=0.05 kF: cubic TDA coefficient = 0.17485 a.u.
Predicted cubic coefficient pi/18 = 0.17453 a.u.
At q=0.05 kF: (omega_RPA^2-omega_p^2)/(kF q)^2 = 0.60089
Smallest TDA frequency for q/kF in 0.02-0.80: 13.6621 eV at q/kF = 0.69
Local-exchange shift of TDA at q=0.05 kF = -0.0692 eV
Boxes: electrons, pairs, q/kF, TDA (eV), RPA (eV), sum Y^2
  1030    81 0.20111   30.1759   9.2389   1.1353
  8338   317 0.10016   56.7356   9.1118   2.6141
 66802  1257 0.05005  111.3442   9.0807   5.6311
Boxes: electrons, first moment/(q^2/2) in TDA and in RPA
  1030    21.0667  1.00000
  8338    77.2328  1.00000
 66802   300.3703  1.00000
Largest box: small-q law for sum Y^2 = 5.6022
Largest box: mean Y/X = -0.9219
Largest box: TDA mode strength per electron = 0.037634
Largest box: TDA total strength per electron = 0.037634
Largest box: S0 from formula = 0.037533
Largest box: RPA plasmon strength per electron = 0.001536
Largest box: q^2/(2 omega_p) = 0.001538
```
